# From J² in Euler Angles to the Pöschl–Teller Equation: test program

```python
"""
Result under test: with D = <j m'| exp(-i al Jz) exp(-i be Jy) exp(-i ga Jz) |j m>
and d(be) its middle factor, J^2 in Euler angles leads, for u = sqrt(sin be) d, to
  -u'' + [(a^2-1/4)/(4 sin^2(be/2)) + (b^2-1/4)/(4 cos^2(be/2))] u = (j+1/2)^2 u,
  a = |m'-m|, b = |m'+m|, j = max(|m'|,|m|) + n, n = 0, 1, 2, ...
provided d is finite at both ends.  hbar = 1; al, be, ga are the Euler angles.
Example: rigid spherical top SiH4, H = B J^2, bond length from RHF/def2-TZVP.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from pyscf import gto, scf


def spin_matrices(j):
    """Matrices of Jx, Jy, Jz in the basis m = j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return (raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)


def small_d(j, beta):
    return expm(-1j * beta * spin_matrices(j)[1]).real


def element(j, m_left, m_right, beta):
    return small_d(j, beta)[int(round(j - m_left)), int(round(j - m_right))]


def pt_potential(beta, a, b):
    return ((a**2 - 0.25) / (4 * np.sin(beta / 2)**2)
            + (b**2 - 0.25) / (4 * np.cos(beta / 2)**2))


# --- Composition of the first-order operators, through their action on exponentials.
al, be, ga, p, q, k = sp.symbols("al be ga p q k")
wave = sp.exp(-sp.I * p * al + k * be - sp.I * q * ga)


def op_a(f):
    return sp.I * (sp.diff(f, ga) - sp.cos(be) * sp.diff(f, al)) / sp.sin(be)


def op_x(f):
    return sp.cos(al) * op_a(f) - sp.sin(al) * sp.I * sp.diff(f, be)


def op_y(f):
    return sp.sin(al) * op_a(f) + sp.cos(al) * sp.I * sp.diff(f, be)


def op_z(f):
    return sp.I * sp.diff(f, al)


j2_wave = -(sp.diff(wave, be, 2) + sp.cot(be) * sp.diff(wave, be)
            + (sp.diff(wave, al, 2) + sp.diff(wave, ga, 2)
               - 2 * sp.cos(be) * sp.diff(wave, al, ga)) / sp.sin(be)**2)
square_gap = op_x(op_x(wave)) + op_y(op_y(wave)) + op_z(op_z(wave)) - j2_wave
commutator_gap = op_x(op_y(wave)) - op_y(op_x(wave)) + sp.I * op_z(wave)
operator_error = 0.0
for values in [(0.3, 1.2, 0.8, 1.7, -0.6, 0.9), (1.9, 0.7, -1.1, -0.4, 2.3, -1.3),
               (-0.8, 2.4, 0.5, 0.9, 1.1, 0.4)]:
    point = dict(zip((al, be, ga, p, q, k), values))
    for gap in (square_gap, commutator_gap):
        operator_error = max(operator_error, abs(complex(gap.subs(point).evalf())))
assert operator_error < 1e-10

# --- The same operators on actual rotation matrices, by central differences.
step = 1e-3


def big_d(j, angles):
    jx, jy, jz = spin_matrices(j)
    return (expm(-1j * angles[0] * jz) @ expm(-1j * angles[1] * jy)
            @ expm(-1j * angles[2] * jz))


euler = np.array([0.7, 1.1, -0.4])
shift = step * np.eye(3)
matrix_error = 0.0
for j in (0.5, 1.0, 1.5, 2.0, 2.5):
    jx, jy, jz = spin_matrices(j)
    center = big_d(j, euler)
    plus = [big_d(j, euler + s) for s in shift]
    minus = [big_d(j, euler - s) for s in shift]
    first = [(f - g) / (2 * step) for f, g in zip(plus, minus)]
    second = [(f + g - 2 * center) / step**2 for f, g in zip(plus, minus)]
    mixed = (big_d(j, euler + shift[0] + shift[2]) + big_d(j, euler - shift[0] - shift[2])
             - big_d(j, euler + shift[0] - shift[2])
             - big_d(j, euler - shift[0] + shift[2])) / (4 * step**2)
    sa, ca, sb, cb = np.sin(euler[0]), np.cos(euler[0]), np.sin(euler[1]), np.cos(euler[1])
    radial = 1j * (first[2] - cb * first[0]) / sb
    j2_d = -(second[1] + cb / sb * first[1]
             + (second[0] + second[2] - 2 * cb * mixed) / sb**2)
    for gap in (ca * radial - sa * 1j * first[1] - jx @ center,
                sa * radial + ca * 1j * first[1] - jy @ center,
                1j * first[0] - jz @ center, j2_d - j * (j + 1) * center):
        matrix_error = max(matrix_error, np.abs(gap).max())
assert matrix_error < 2e-4  # second-order difference error

# --- Equation for d (exact matrix derivatives) and for u (central differences).
d_error = u_error = 0.0
for j in np.arange(0.5, 3.6, 0.5):
    jy, jz = spin_matrices(j)[1:]
    m = np.diag(jz)
    left, right = m[:, None], m[None, :]
    for beta in (0.8, 1.3, 2.1):
        d = small_d(j, beta)
        d1, d2 = (-1j * jy @ d).real, (-jy @ jy @ d).real
        barrier = (left**2 + right**2 - 2 * left * right * np.cos(beta)) / np.sin(beta)**2
        residual = d2 + d1 / np.tan(beta) + (j * (j + 1) - barrier) * d
        d_error = max(d_error, np.abs(residual).max())
        u = [np.sqrt(np.sin(t)) * small_d(j, t) for t in (beta - step, beta, beta + step)]
        curvature = (u[0] - 2 * u[1] + u[2]) / step**2
        well = pt_potential(beta, np.abs(left - right), np.abs(left + right))
        residual = -curvature + (well - (j + 0.5)**2) * u[1]
        u_error = max(u_error, np.abs(residual).max())
assert d_error < 1e-10
assert u_error < 1e-3  # second-order difference error

# --- Spectrum by diagonalization on a grid, without use of rotation matrices.


def grid_u(m_left, m_right, count=3, size=4000):
    """Eigenvalues of the u equation, u = 0 at both ends; for a, b >= 1."""
    h = np.pi / (size + 1)
    t = h * np.arange(1, size + 1)
    v = (m_left**2 + m_right**2 - 2 * m_left * m_right * np.cos(t) - 0.25) / np.sin(t)**2
    return eigh_tridiagonal(2 / h**2 + v, -np.ones(size - 1) / h**2,
                            eigvals_only=True, select="i", select_range=(0, count - 1))


def grid_d(m_left, m_right, count=3, size=4000):
    """Eigenvalues from the flux form of the d equation; zero flux keeps d finite."""
    h = np.pi / size
    t = h * (np.arange(size) + 0.5)
    face = np.sin(h * np.arange(size + 1))
    face[0] = face[-1] = 0.0
    weight = np.sin(t)
    v = (m_left**2 + m_right**2 - 2 * m_left * m_right * np.cos(t)) / weight**2
    diagonal = (face[:-1] + face[1:]) / (h**2 * weight) + v
    off = -face[1:-1] / (h**2 * np.sqrt(weight[:-1] * weight[1:]))
    return 0.25 + eigh_tridiagonal(diagonal, off, eigvals_only=True,
                                   select="i", select_range=(0, count - 1))


spectrum_error = 0.0
for solver, pairs in ((grid_u, [(2, 1), (-2, 1), (1.5, 0.5), (1.5, -0.5), (3, 0)]),
                      (grid_d, [(0, 0), (0.5, 0.5), (1, 1), (1, -1), (1.5, 1.5)])):
    for pair in pairs:
        expected = (max(abs(pair[0]), abs(pair[1])) + np.arange(3) + 0.5)**2
        spectrum_error = max(spectrum_error, np.abs(solver(*pair) - expected).max())
assert spectrum_error < 2e-3  # grid error of order h^2

# --- Hypergeometric form for arbitrary eigenvalue eps, and its endpoint behaviour.
mp.mp.dps = 30


def series_factor(y, a, b, eps):
    mid, root = mp.mpf(a + b + 1) / 2, mp.sqrt(eps)
    return mp.hyp2f1(mid + root, mid - root, a + 1, y)


def series_u(beta, a, b, eps):
    s, c = mp.sin(beta / 2), mp.cos(beta / 2)
    return s**(a + mp.mpf(1) / 2) * c**(b + mp.mpf(1) / 2) * series_factor(s**2, a, b, eps)


series_error = 0.0
for a, b, eps in ((0, 0, 1.0), (1, 3, 10.24), (2, 1, 5.3)):
    beta = mp.mpf("1.2")
    value = series_u(beta, a, b, eps)
    curvature = mp.diff(lambda t: series_u(t, a, b, eps), beta, 2)
    residual = -curvature + (pt_potential(1.2, a, b) - eps) * value
    series_error = max(series_error, float(abs(residual)))
assert series_error < 1e-8
limits = [float(mp.mpf(gap)**3 * series_factor(1 - mp.mpf(gap), 1, 3, 10.24))
          for gap in ("1e-4", "1e-5")]
assert abs(limits[1]) > 1e-3 and abs(limits[0] / limits[1] - 1) < 1e-2

# For a = b = 0 and eps = 1, not an allowed value, u still vanishes at the far end.
near_end = []
for distance in (mp.mpf("1e-4"), mp.mpf("1e-8")):
    beta = mp.pi - distance
    log_u = series_u(beta, 0, 0, 1)
    near_end.append((abs(float(log_u)), abs(float(log_u / mp.sqrt(mp.sin(beta))))))
assert near_end[1][0] < 0.1 * near_end[0][0] and near_end[1][0] < 5e-3
assert near_end[1][1] > near_end[0][1] + 1

# --- SiH4: bond length, inertia tensor and rotational constant.
directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)


def silane(length):
    atoms = [("Si", (0.0, 0.0, 0.0))]
    atoms += [("H", tuple(float(x) for x in length * v)) for v in directions]
    mol = gto.M(atom=atoms, basis="def2-tzvp", unit="Angstrom", verbose=0)
    field = scf.RHF(mol)
    field.conv_tol = 1e-10
    field.kernel()
    assert field.converged
    return field


bond = float(minimize_scalar(lambda r: silane(r).e_tot, bounds=(1.40, 1.56),
                             method="bounded", options={"xatol": 1e-4}).x)
final_field = silane(bond)
force = np.abs(final_field.nuc_grad_method().kernel()).max()
assert force < 5e-4  # hartree/bohr; finite search tolerance

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
hydrogen_mass = (constants.m_p + constants.m_e) / constants.m_e
positions = directions * bond / bohr_angstrom
inertia = hydrogen_mass * (np.sum(positions**2) * np.eye(3) - positions.T @ positions)
moment = 8 * hydrogen_mass * (bond / bohr_angstrom)**2 / 3
assert np.allclose(inertia, moment * np.eye(3), rtol=1e-10, atol=1e-6)
b_hartree = 1 / (2 * moment)
b_ev = b_hartree * hartree_ev

# --- One channel of the top: m' = 2, m = 1.
m_left, m_right, j_example = 2, 1, 3
a, b = abs(m_left - m_right), abs(m_left + m_right)
root_a, root_b = np.sqrt(a**2 - 0.25), np.sqrt(b**2 - 0.25)
well_angle = 2 * np.arctan(np.sqrt(root_a / root_b))
well_depth = (root_a + root_b)**2 / 4
search = minimize_scalar(lambda t: pt_potential(t, a, b), bounds=(0.1, 3.0),
                         method="bounded", options={"xatol": 1e-9})
assert abs(search.x - well_angle) < 1e-5 and abs(search.fun - well_depth) < 1e-9


def closed_d(beta):
    s, c = np.sin(beta / 2), np.cos(beta / 2)
    return -np.sqrt(10) * s * c**3 * (1 - 3 * s**2)


for beta in np.linspace(0.0, np.pi, 13):
    assert abs(closed_d(beta) - element(j_example, m_left, m_right, beta)) < 1e-12
norm = quad(lambda t: np.sin(t) * element(j_example, m_left, m_right, t)**2, 0, np.pi)[0]
assert abs(norm - 2 / (2 * j_example + 1)) < 1e-10
for j, ml, mr in ((1.5, 0.5, -0.5), (2, 0, 0), (2.5, 1.5, 0.5)):
    integral = quad(lambda t: np.sin(t) * element(j, ml, mr, t)**2, 0, np.pi)[0]
    assert abs(integral - 2 / (2 * j + 1)) < 1e-10
node = 2 * np.arcsin(np.sqrt(1 / 3))
sixty = np.pi / 3
grid_levels = grid_u(m_left, m_right)

print("TESTS (largest absolute errors, dimensionless)")
print(f"operator composition and commutator: {operator_error:.1e}")
print(f"Euler operators on D matrices: {matrix_error:.1e}")
print(f"equation for d: {d_error:.1e}")
print(f"Poschl-Teller equation for u: {u_error:.1e}")
print(f"grid spectra, ten (m',m) pairs: {spectrum_error:.1e}")
print(f"hypergeometric solution: {series_error:.1e}")
print("LOGARITHMIC SOLUTION, a = b = 0, eigenvalue 1 (dimensionless)")
for distance, (u_abs, d_abs) in zip((1e-4, 1e-8), near_end):
    print(f"pi-beta = {distance:.0e} rad: |u| = {u_abs:.3e}, |d| = {d_abs:.3f}")
print("SiH4, RHF/def2-TZVP, rigid spherical top")
print(f"Si-H length: {bond:.4f} angstrom")
print(f"H mass: {hydrogen_mass:.3f} electron masses")
print(f"moment of inertia: {moment:.1f} atomic units")
print(f"B: {b_hartree:.5e} hartree = {b_ev:.5e} eV")
print(f"shift B/4: {b_ev / 4:.5e} eV")
print(f"CHANNEL m' = {m_left}, m = {m_right}: a = {a}, b = {b}")
print(f"well minimum at beta = {np.degrees(well_angle):.3f} degrees")
print(f"well minimum: {well_depth:.5f} (units of B) = {b_ev * well_depth:.5e} eV")
for n, level in enumerate(grid_levels):
    j = max(abs(m_left), abs(m_right)) + n
    print(f"j = {j}: (j+1/2)^2 = {(j + 0.5)**2:.4f}, grid eigenvalue = {level:.4f}")
    print(f"  B(j+1/2)^2 = {b_ev * (j + 0.5)**2:.5e} eV, "
          f"B j(j+1) = {b_ev * j * (j + 1):.5e} eV")
print(f"FUNCTION d for j = {j_example}, m' = {m_left}, m = {m_right} (dimensionless)")
print(f"d(60 degrees), closed form: {closed_d(sixty):.6f}")
print(f"d(60 degrees), matrix exponential: "
      f"{element(j_example, m_left, m_right, sixty):.6f}")
print(f"interior node: {np.degrees(node):.3f} degrees")
print(f"integral of u^2: {norm:.6f}; 2/(2j+1): {2 / (2 * j_example + 1):.6f}")
print("finished without a failed check")
```

Printed output:

```
TESTS (largest absolute errors, dimensionless)
operator composition and commutator: 4.7e-15
Euler operators on D matrices: 3.1e-06
equation for d: 7.5e-15
Poschl-Teller equation for u: 8.3e-06
grid spectra, ten (m',m) pairs: 1.4e-05
hypergeometric solution: 2.6e-17
LOGARITHMIC SOLUTION, a = b = 0, eigenvalue 1 (dimensionless)
pi-beta = 1e-04 rad: |u| = 4.182e-02, |d| = 4.182
pi-beta = 1e-08 rad: |u| = 8.328e-04, |d| = 8.328
SiH4, RHF/def2-TZVP, rigid spherical top
Si-H length: 1.4753 angstrom
H mass: 1837.153 electron masses
moment of inertia: 38078.5 atomic units
B: 1.31308e-05 hartree = 3.57306e-04 eV
shift B/4: 8.93265e-05 eV
CHANNEL m' = 2, m = 1: a = 1, b = 3
well minimum at beta = 56.834 degrees
well minimum: 3.65587 (units of B) = 1.30626e-03 eV
j = 2: (j+1/2)^2 = 6.2500, grid eigenvalue = 6.2500
  B(j+1/2)^2 = 2.23316e-03 eV, B j(j+1) = 2.14384e-03 eV
j = 3: (j+1/2)^2 = 12.2500, grid eigenvalue = 12.2500
  B(j+1/2)^2 = 4.37700e-03 eV, B j(j+1) = 4.28767e-03 eV
j = 4: (j+1/2)^2 = 20.2500, grid eigenvalue = 20.2500
  B(j+1/2)^2 = 7.23545e-03 eV, B j(j+1) = 7.14612e-03 eV
FUNCTION d for j = 3, m' = 2, m = 1 (dimensionless)
d(60 degrees), closed form: -0.256745
d(60 degrees), matrix exponential: -0.256745
interior node: 70.529 degrees
integral of u^2: 0.285714; 2/(2j+1): 0.285714
finished without a failed check
```
